# When an atomically abrupt domain wall is locally stable

## Result

Consider an infinite chain of classical unit vectors $\mathbf s_i$ with energy

$$E=-J\sum_i \mathbf s_i\cdot\mathbf s_{i+1}-K\sum_i (s_i^z)^2,\qquad J,K>0 .$$

Each bond is counted once. The abrupt wall has $\mathbf s_i=+\hat z$ for $i\le 0$ and $\mathbf s_i=-\hat z$ for $i\ge 1$. Its softest small deformation has stiffness

$$\mu=2K-\tfrac43 J .$$

The wall is therefore unstable for $K/J<2/3$ and a strict local minimum for $K/J>2/3$. At $K/J=2/3$ it is still a strict local minimum, held by terms beyond the quadratic ones.

The number depends on the convention. If the site energy is written $-\tfrac12K'(s^z)^2$, then $K=K'/2$ and the threshold is $K'/J=4/3$. If each pair is counted twice with constant $J'$, then $J=2J'$ and the threshold is $K/J'=4/3$.

## Exact energy of a deformed wall

Let $\mathbf u_i$ be the part of $\mathbf s_i$ perpendicular to $z$, and let $c_i$ be the component of $\mathbf s_i$ along the direction of its own domain. Thus $s_i^z=c_i$ for $i\le0$, $s_i^z=-c_i$ for $i\ge1$, and $c_i^2=1-|\mathbf u_i|^2$. The undisturbed wall has $\mathbf u_i=0$, $c_i=1$. We consider deformations with finite $\sum_i|\mathbf u_i|^2$.

Measure each energy from its value in the abrupt wall:

- A site changes by $-Kc_i^2+K=K|\mathbf u_i|^2$.
- An ordinary bond, inside one domain, changes by $-J\mathbf u_i\cdot\mathbf u_{i+1}+J(1-c_ic_{i+1})$.
- The wall bond has $\mathbf s_0\cdot\mathbf s_1=\mathbf u_0\cdot\mathbf u_1-c_0c_1$ and starts from energy $+J$. It changes by $-J\mathbf u_0\cdot\mathbf u_1-J(1-c_0c_1)$.

Expanding $(c-c')^2=2-|\mathbf u|^2-|\mathbf u'|^2-2cc'$ gives the identity

$$1-cc'=\tfrac12\left(|\mathbf u|^2+|\mathbf u'|^2\right)+\tfrac12(c-c')^2 .$$

Insert it in every bond. The total change is, without approximation,

$$\Delta E=\tfrac12\,u^{T}Hu+\frac J2\sum_{\rm ord}(c_i-c_{i+1})^2-\frac J2(c_0-c_1)^2, \tag{1}$$

where "ord" means ordinary bonds. The matrix $H$ acts on each transverse component separately. Its entry between neighbours is $-J$. A site away from the wall has two ordinary bonds, so its coefficient of $|\mathbf u_i|^2$ in $\Delta E$ is $K+J/2+J/2$, and $H_{ii}=2K+2J$. A wall site has one ordinary bond and the wall bond, with coefficient $K+J/2-J/2$, so $H_{00}=H_{11}=2K$.

There is no linear term, so the abrupt wall is stationary for every $K$. The two terms with $c$ are of fourth order in small $\mathbf u$. The sign of the quadratic form decides stability except at the threshold.

## The soft mode

The quadratic part of the wall bond is $-\tfrac J2|\mathbf u_0+\mathbf u_1|^2$. It is lowered when both wall spins lean to the same side, because they then become less antiparallel. This suggests a symmetric mode that decays by a factor $\lambda$ per site:

$$\psi_0=\psi_1=1,\qquad \psi_{-n}=\psi_{1+n}=\lambda^n,\qquad 0<\lambda<1 .$$

In $H\psi=\mu\psi$, a row away from the wall and a wall row give

$$\mu=2K+2J-J\left(\lambda+\frac1\lambda\right),\qquad \mu=2K-J-J\lambda .$$

Equating them, $2-1/\lambda=-1$. Hence

$$\lambda=\tfrac13,\qquad \mu=2K-J-\tfrac J3=2K-\tfrac43J .$$

The shape of the mode does not depend on $K$, since uniform anisotropy adds the same $2K$ to every diagonal entry.

**Instability below the threshold.** Put $\mathbf u_i=\epsilon\psi_i\hat x$. The squared norm is $\sum\psi_i^2=2\sum_n9^{-n}=9/4$, so

$$\Delta E=\tfrac12\mu\epsilon^2\cdot\tfrac94+O(\epsilon^4)=\tfrac94\left(K-\tfrac23J\right)\epsilon^2+O(\epsilon^4).$$

For $K<2J/3$ this is negative at small $\epsilon$.

The same result follows from an energy count with $\epsilon=1$. The anisotropy costs $\tfrac94K$. The wall bond gains $\tfrac J2\cdot2^2=2J$. The ordinary bonds cost $2\cdot\tfrac J2\left(\tfrac23\right)^2\sum_n9^{-n}=\tfrac J2$. The balance is $\tfrac94K-\tfrac32J$, which vanishes at $K=\tfrac23J$. If only the two wall spins were free, the balance would be $2K+J-2J=2K-J$, with threshold $K/J=1/2$. The neighbours share the bending, and this raises the anisotropy needed from $1/2$ to $2/3$.

## No softer mode exists

An eigenvector alone does not show that $\mu$ is the lowest value. For that, expand the non-negative quantity on one bond:

$$\psi_i\psi_{i+1}\left|\frac{\mathbf u_i}{\psi_i}-\frac{\mathbf u_{i+1}}{\psi_{i+1}}\right|^2=\frac{\psi_{i+1}}{\psi_i}|\mathbf u_i|^2+\frac{\psi_i}{\psi_{i+1}}|\mathbf u_{i+1}|^2-2\,\mathbf u_i\cdot\mathbf u_{i+1}.$$

Sum over all bonds and multiply by $J$. The coefficient of $|\mathbf u_i|^2$ becomes $J(\psi_{i-1}+\psi_{i+1})/\psi_i$. Away from the wall this is $J(3+\tfrac13)=\tfrac{10}3J$, which equals $2K+2J-\mu$. On a wall site it is $J(1+\tfrac13)=\tfrac43J$, which equals $2K-\mu$. The cross terms also agree with those of $H$. Therefore

$$u^T(H-\mu)u=J\sum_i\psi_i\psi_{i+1}\left|\frac{\mathbf u_i}{\psi_i}-\frac{\mathbf u_{i+1}}{\psi_{i+1}}\right|^2\ge0. \tag{2}$$

So $u^THu\ge\mu\sum|\mathbf u_i|^2$, and no deformation is softer than $\psi$.

## Stability for finite tilts

Equation (1) has one negative remainder, $-\tfrac J2(c_0-c_1)^2$. Let $a$ and $b$ be the tilts of the two wall spins from their own domain directions, with $a+b\le90^\circ$. Then $|\mathbf u_0|=\sin a$, $c_0=\cos a$, and likewise for $b$. The sum-to-product formulas give

$$|c_0-c_1|=2\sin\tfrac{a+b}2\left|\sin\tfrac{a-b}2\right|,\qquad \bigl||\mathbf u_0|-|\mathbf u_1|\bigr|=2\cos\tfrac{a+b}2\left|\sin\tfrac{a-b}2\right| .$$

Their ratio is $\tan\frac{a+b}2\le1$. With the triangle inequality,

$$(c_0-c_1)^2\le\left(|\mathbf u_0|-|\mathbf u_1|\right)^2\le|\mathbf u_0-\mathbf u_1|^2 .$$

The wall bond contributes $\tfrac J2|\mathbf u_0-\mathbf u_1|^2$ to half of (2), because $\psi_0=\psi_1=1$. This covers the negative remainder. What is left in (1) is non-negative apart from the $\mu$ term, so

$$\Delta E\ge\left(K-\tfrac23J\right)\sum_i|\mathbf u_i|^2\qquad(a+b\le90^\circ). \tag{3}$$

For $K>2J/3$ every small deformation costs energy, which proves local stability.

At $K=2J/3$ the bound gives $\Delta E\ge0$. Equality would require every ordinary-bond term $(c_i-c_{i+1})^2$ to vanish. Then $|\mathbf u_i|$ would be constant through each half of the chain, and a finite $\sum|\mathbf u_i|^2$ forces it to be zero. The minimum is strict here too.

Equation (3) also bounds an energy barrier. A path that leaves the region $a+b\le90^\circ$ must cross $a+b=90^\circ$, where $|\mathbf u_0|^2+|\mathbf u_1|^2=\sin^2a+\cos^2a=1$. Escape therefore costs at least $K-\tfrac23J$.

The argument extends to a flat wall in a crystal built of such chains side by side, if the bonds between chains are ferromagnetic and join spins of the same atomic plane. Those bonds have their lowest energy in the abrupt wall and can only add to $\Delta E$. A tilt that is uniform within each plane leaves them unchanged, so the threshold stays at $2/3$.

## How the wall opens below the threshold

Let all spins turn in one plane, with tilts $\theta_n=\epsilon3^{-n}$ on both sides, and put $k=K/J$. The angle between the wall spins is $\pi-2\epsilon$. The fourth-order terms of $\Delta E/J$ are:

- ordinary bonds, from $1-\cos x=x^2/2-x^4/24$: $-\frac{2}{24}\left(\frac23\right)^4\sum_n81^{-n}=-\frac1{60}$;
- wall bond, from $\cos2\epsilon-1$: $+\frac{(2\epsilon)^4}{24\,\epsilon^4}=+\frac23$;
- anisotropy, from $k\sin^2\theta=k(\theta^2-\theta^4/3)$ at $k=\frac23$: $-\frac29\cdot2\cdot\frac{81}{80}=-\frac9{20}$.

Their sum is $\frac15$. Other modes do not alter it. The energy is even in the angles and $\psi$ is an eigenvector for every $K$, so a different mode is driven by a force of order $\epsilon^3$. It responds in proportion and changes the energy at order $\epsilon^6$. With $\delta=\tfrac23-k$ small and positive,

$$\frac{\Delta E}J=-\frac94\delta\epsilon^2+\frac15\epsilon^4,\qquad \epsilon^2=\frac{45}8\delta,\qquad \frac{\Delta E_{\min}}J=-\frac{405}{64}\delta^2 .$$

The tilt grows continuously from zero, as the square root of the distance from threshold. The table gives walls relaxed numerically, by minimising the energy of 40 planar spins between fixed domains. Wall energies are measured from a uniform domain, so the abrupt wall has $2J$.

| $K/J$ | tilt of wall spins | wall energy |
|---|---|---|
| 0.70 | 0° | 2.0000 $J$ |
| 0.65 | 17.25° | 1.9983 $J$ |
| 0.60 | 32.9° | 1.9757 $J$ |
| 0.50 | 48.2° | 1.8719 $J$ |

At $K/J=0.65$ the leading-order formulas give $17.5^\circ$ and $1.9982J$. At $0.50$ they give $55^\circ$ and $1.82J$, so they serve only near the threshold.

## A racetrack film

For a wire of perpendicular cobalt/platinum film, take rough typical values: exchange stiffness $A=15$ pJ/m, effective anisotropy $K_u=0.80$ MJ/m³ and plane spacing $a=0.25$ nm along the wire. Each chain site now stands for an atomic plane, and $J$ and $K$ are energies per wall area. For slow rotation a bond costs $\tfrac J2(a\theta')^2$. Divided by $a$, this must equal $A\theta'^2$, so

$$J=\frac{2A}a=120\ \text{mJ/m}^2,\qquad K=K_ua=0.200\ \text{mJ/m}^2,\qquad \frac KJ=0.00167 .$$

The softest stiffness of an abrupt wall is $(0.0033-1.3333)J=-1.33J$, so it is strongly unstable. Stability would need $K_u\ge4A/(3a^2)=320$ MJ/m³, which is 400 times the assumed value.

The wall that does form is wide. Its continuum energy per area is

$$\int\left(A\theta'^2+K_u\sin^2\theta\right)dx=\int\left(\sqrt A\,\theta'-\sqrt{K_u}\sin\theta\right)^2dx+2\sqrt{AK_u}\int_0^\pi\sin\theta\,d\theta .$$

The minimum is $4\sqrt{AK_u}=13.86$ mJ/m², reached when $\theta'=\sin\theta/\Delta$ with $\Delta=\sqrt{A/K_u}=4.33$ nm. Numerical relaxation of a 400-plane chain gives 13.85 mJ/m² and, from the turning angle at the centre, 4.33 nm. The abrupt wall would cost $2J=240$ mJ/m². In chain terms $\Delta=a\sqrt{J/2K}$, which at the threshold is $0.87a$. The abrupt wall thus becomes stable where the width parameter $\Delta$ has shrunk below one spacing (the full width $\pi\Delta$ is then about $2.7a$) and the continuum picture no longer applies.

Films with unlike interfaces above and below the cobalt break one assumption in kind; in a symmetric stack the effect largely cancels. Interfacial Dzyaloshinskii–Moriya coupling adds

$$D\sum_i\hat y\cdot(\mathbf s_i\times\mathbf s_{i+1})=D\sum_i\left(s_i^zs_{i+1}^x-s_i^xs_{i+1}^z\right).$$

Inside a domain the terms linear in $s^x$ cancel between neighbouring bonds. At the wall they add to $2D(s_0^x+s_1^x)$, so the collinear wall is no longer stationary. At $K/J=2/3$ the leading energy becomes $4D\epsilon+\tfrac15J\epsilon^4$, and its minimum is at $|\epsilon|^3=5|D|/J$. For a rough $D=1.0$ mJ/m², $D/J=0.0083$, which by this leading-order formula would already tilt the wall spins by about $20^\circ$ at the former threshold; full relaxation of the chain gives $19^\circ$. The sharp transition becomes a gradual one. In a wide wall whose spins turn in the $xz$ plane the coupling contributes $D\int\theta'dx=\pm\pi D$, about 3.1 mJ/m² or 23% of the wall energy above. Neither effect bridges the factor of 400.

## The narrow-wall regime

In strongly anisotropic rare-earth intermetallics at low temperature, $K$ can be comparable with $J$. Take $J=4.0$ meV and $K=6.0$ meV per ion at 4.2 K, as rough values for a dysprosium compound; they differ from one compound to another. Then $K/J=1.5$ and

$$\mu=2(6.0)-\tfrac43(4.0)=6.67\ \text{meV}.$$

The abrupt wall is stable and costs $2J=8.0$ meV per chain.

To move the wall by one site, spin 1 must reverse, and on the way $s_1^z=0$. With its neighbours frozen up and down, their exchange fields cancel, and the cost at that point is $K=6.0$ meV. The neighbours can relax. A neighbour tilted by a small $\eta$ changes the energy by $(K+\tfrac J2)\eta^2-J\eta$, whose minimum is $-J^2/(4K+2J)=-0.5$ meV. Two neighbours bring the cost to about 5.0 meV. Numerical relaxation of all other spins, with spin 1 turned in steps, puts the maximum at $90^\circ$ with height 4.95 meV. The general bound $K-\tfrac23J=3.3$ meV lies below it, as it must.

This barrier is $13.7\,k_BT$ at 4.2 K, since $k_BT=0.362$ meV. It belongs to one chain. In a crystal the chains are coupled, and the barrier for a wall depends on how many of them move together, which this model does not determine.

## What the model leaves out

**Thermal motion.** For classical spins in the harmonic approximation, each transverse component of a wall spin has variance $k_BT(H^{-1})_{00}$. To find the inverse, apply equal or opposite forces to the two wall sites. The response decays by the root $\lambda<1$ of $\lambda+1/\lambda=2+2K/J=5$, so $1/\lambda=4.79$. The wall rows then give stiffnesses $2K-J-J\lambda=J(1/\lambda-3)$ and $2K+J-J\lambda=J(1/\lambda-1)$, and

$$(H^{-1})_{00}=\frac1{2J}\left(\frac1{1.79}+\frac1{3.79}\right)=\frac{0.41}J .$$

The root-mean-square transverse part, $\sqrt{2k_BT(H^{-1})_{00}}$, is 0.27, a tilt of about $16^\circ$. This typical tilt lies well inside the region covered by (3). For an ion of angular momentum $S=15/2$ at 4.2 K, however, the classical estimate is only a rough guide. With its neighbours held fixed, a wall spin has stiffness $2K$. Lowering its projection from $S$ to $S-1$ corresponds to $|\mathbf u|^2\approx2/S$ and costs about $\tfrac12\cdot2K\cdot2/S=2K/S=1.6$ meV, roughly four times $k_BT$. When the neighbours take part, the lowest such excitation of the quantum chain described under "Quantum spins" is softer, about 1.15 meV or three times $k_BT$. Thermal excitation is therefore weaker than the classical formula assumes. The total transverse part is nevertheless not smaller, because a quantum spin keeps one at zero temperature: even a fully aligned spin has $\langle|\mathbf u|^2\rangle=1/S$, a root-mean-square value of 0.37.

**Second neighbours.** Add $-J_2\sum\mathbf s_i\cdot\mathbf s_{i+2}$. In the mode $\psi$ the two bonds that cross the wall contribute $-2\cdot\tfrac{J_2}2\left(\tfrac43\right)^2=-\tfrac{16}9J_2$. The others contribute $2\cdot\tfrac{J_2}2\left(\tfrac89\right)^2\cdot\tfrac98=\tfrac89J_2$. Balancing their sum against $\tfrac94(K-\tfrac23J)$ shifts the threshold to

$$\frac KJ\approx\frac23+\frac{32}{81}\frac{J_2}J .$$

For $J_2=\pm0.1J$ this gives 0.706 and 0.627. Diagonalising the full quadratic form gives 0.709 and 0.630. Both are slightly higher because the true soft mode adapts its shape and is softer than $\psi$.

**Dipolar coupling.** With angular momentum $15/2$ and Landé factor $4/3$ the ionic moment is $10\mu_B$. At a spacing of 0.35 nm the pair scale $\mu_0m^2/4\pi a^3$ is 0.125 meV, or 3% of $J$. The lattice sum depends on the crystal and the sample shape.

**Quantum spins.** For angular momentum $S$, exchange contains $S_0^-S_1^+$, which lowers one wall spin and raises the other. The collinear wall is then not an eigenstate. Take $S=15/2$, exchange constant $J/S^2$ and anisotropy constant $K/S^2$, with the wall spins between frozen neighbours. Diagonalisation in the 16 states $|m,-m\rangle$ puts 3.2% of the ground-state weight outside the collinear state. Letting further spins on each side fluctuate raises this to 3.7%, a value that no longer changes between six and eight free spins. For these parameters the classical wall is a good starting point.

All numerical values are calculated from the stated model.
